# Wigner's threshold laws for short-range and Coulomb fields: a numerical check

```python
"""Wigner threshold laws for one-electron dipole absorption.
Result under test: as the kinetic energy E = k^2/2 of the outgoing electron
goes to zero, sigma ~ k^(2l+1) for a short-range core, and sigma -> a finite
step for a core with an attractive Coulomb tail -Z/r, for every l.
Symbols (atomic units): l outgoing partial wave; f regular radial solution with
f -> r^(l+1) at the origin; u_E = N f energy-normalized; V0, R0 depth and radius
of a square core; a, b coefficients of f on free solutions outside the core.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, spherical_kn, jv, yv, jvp, yvp

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure
V0, R0 = 12.0 / HARTREE, 2.0 / BOHR
BETA = R0 * np.sqrt(2 * V0)
DFACT = {-1: 1.0, 1: 1.0, 3: 3.0, 5: 15.0}      # double factorials


def wave_number(energy_ev):
    return np.sqrt(2 * energy_ev / HARTREE)


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


# ---------- direct numerical integration of the radial equation ----------
def integrate_outward(k, l, tail, radii, depth=V0):
    """f and f' at the given radii > R0; the potential is -depth inside R0."""
    cent = l * (l + 1)

    def inside(r, y):
        return [y[1], (cent / r**2 - 2 * depth - k * k) * y[0]]

    def outside(r, y):
        return [y[1], (cent / r**2 + 2 * tail(r) - k * k) * y[0]]

    r = 0.01
    c = -(k * k + 2 * depth) / (4 * l + 6)
    start = [r**(l + 1) * (1 + c * r * r),
             (l + 1) * r**l + c * (l + 3) * r**(l + 2)]
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-16)
    first = solve_ivp(inside, (r, R0), start, **opts)
    second = solve_ivp(outside, (R0, radii[-1]), first.y[:, -1],
                       t_eval=radii, **opts)
    return second.y


def norm_squared(k, l, tail, r_far, depth=V0):
    """N^2 from the amplitude of f far outside."""
    f, df = integrate_outward(k, l, tail, [r_far], depth)[:, -1]
    p = np.sqrt(k * k - 2 * tail(r_far) - l * (l + 1) / r_far**2)
    return 2 / np.pi / (p * f * f + df * df / p)


def norm_exponent(l, tail, depth=V0):
    k1, k2 = 0.005, 0.01
    n1, n2 = (norm_squared(k, l, tail, 300 / k, depth) for k in (k1, k2))
    return np.log(n2 / n1) / np.log(k2 / k1)


# ---------- derived formulas for the square well ----------
def inner_solution(r, k, l):
    q = np.sqrt(k * k + 2 * V0)
    j, dj = spherical_jn(l, q * r), spherical_jn(l, q * r, derivative=True)
    return DFACT[2*l+1] * q**-l * r * j, DFACT[2*l+1] * q**-l * (j + q * r * dj)


def outer_basis(r, k, l):
    if k == 0:
        return (r**(l + 1.0) / DFACT[2*l+1], (l + 1) * r**float(l) / DFACT[2*l+1],
                DFACT[2*l-1] * r**(-float(l)), -l * DFACT[2*l-1] * r**(-l - 1.0))
    x = k * r
    j, dj = spherical_jn(l, x), spherical_jn(l, x, derivative=True)
    y, dy = spherical_yn(l, x), spherical_yn(l, x, derivative=True)
    return (k**-float(l) * r * j, k**-float(l) * (j + x * dj),
            -k**(l + 1) * r * y, -k**(l + 1) * (y + x * dy))


def outer_coefficients(k, l):
    f, df = inner_solution(R0, k, l)
    F, dF, G, dG = outer_basis(R0, k, l)
    return df * G - f * dG, dF * f - F * df


def a_threshold(l, beta):
    if l == 0:
        return np.cos(beta)
    return (DFACT[2*l+1] * DFACT[2*l-1] * beta**(1 - l)
            * spherical_jn(l - 1, beta))


def bound_orbital(l):
    """Binding energy, quadrature grids and normalized orbital on them."""
    def pieces(r, binding):
        q, kap = np.sqrt(2 * (V0 - binding)), np.sqrt(2 * binding)
        g = r * spherical_jn(l, q * r)
        dg = spherical_jn(l, q*r) + q*r*spherical_jn(l, q*r, derivative=True)
        h = r * spherical_kn(l, kap * r)
        dh = spherical_kn(l, kap*r) + kap*r*spherical_kn(l, kap*r, derivative=True)
        return g, dg, h, dh

    def mismatch(binding):
        g, dg, h, dh = pieces(R0, binding)
        return dg * h - g * dh

    binding = brentq(mismatch, 1e-3, 0.95 * V0, xtol=1e-14)
    r_in, w_in = gauss(0, R0, 60)
    r_out, w_out = gauss(R0, R0 + 40 / np.sqrt(2 * binding), 200)
    g0, _, h0, _ = pieces(R0, binding)
    p_in = pieces(r_in, binding)[0] / g0
    p_out = pieces(r_out, binding)[2] / h0
    size = np.sqrt(w_in @ p_in**2 + w_out @ p_out**2)
    return binding, r_in, w_in, p_in / size, r_out, w_out, p_out / size


ORBITAL = {l: bound_orbital(l) for l in (0, 1)}


def dipole_integral(k, li, l):
    _, r_in, w_in, p_in, r_out, w_out, p_out = ORBITAL[li]
    a, b = outer_coefficients(k, l)
    F, _, G, _ = outer_basis(r_out, k, l)
    return (w_in @ (p_in * r_in * inner_solution(r_in, k, l)[0])
            + w_out @ (p_out * r_out * (a * F + b * G)))


def strength(k, li, l):
    a, b = outer_coefficients(k, l)
    n2 = 2 / np.pi * k**(2*l+1) / (a * a + b * b * k**(4*l+2))
    return n2 * dipole_integral(k, li, l)**2


def to_sigma(omega, li, l, squared_integral):
    """Cross section in square angstrom."""
    return (4 * np.pi**2 * ALPHA / 3 * omega * max(li, l) / (2*li + 1)
            * squared_integral * BOHR**2)


def sigma_well(e_ev, li, l):
    return to_sigma(ORBITAL[li][0] + e_ev / HARTREE, li, l,
                    strength(wave_number(e_ev), li, l))


def sigma_law(e_ev, li, l):
    k = wave_number(e_ev)
    n2 = 2 / np.pi * k**(2*l+1) / a_threshold(l, BETA)**2
    return to_sigma(ORBITAL[li][0], li, l, n2 * dipole_integral(0, li, l)**2)


def no_tail(r):
    return 0.0


print(f"Well: depth {V0*HARTREE:.1f} eV, radius {R0*BOHR:.1f} angstrom, beta = {BETA:.4f}")
for l in (0, 1):
    print(f"Binding energy of the {'sp'[l]} level: {ORBITAL[l][0]*HARTREE:.4f} eV")

# Short-range normalization: exponent and prefactor against integration
print("Short-range N^2: l, a(0), exponent from integration, N^2/leading law at k=0.005 a.u.")
for l in (0, 1, 2):
    exponent = norm_exponent(l, no_tail)
    k = 0.005
    ratio = (norm_squared(k, l, no_tail, 300 / k)
             / (2 / np.pi * k**(2*l+1) / a_threshold(l, BETA)**2))
    assert abs(exponent - (2*l + 1)) < 0.02
    assert abs(ratio - 1) < 0.01
    print(f"  {l}  {a_threshold(l, BETA):9.4f}  {exponent:.4f}  {ratio:.5f}")

# Zero-energy state at threshold: the law must change
critical = {0: np.pi / 2, 1: np.pi,
            2: brentq(lambda x: spherical_jn(1, x), 4.0, 5.0)}
print("Zero-energy state at threshold: l, critical beta, exponent of N^2")
for l, expected in ((0, -1), (1, -1), (2, 1)):
    exponent = norm_exponent(l, no_tail, critical[l]**2 / (2 * R0**2))
    assert abs(exponent - expected) < 0.05
    print(f"  {l}  {critical[l]:.4f}  {exponent:.4f}")

# Other tails, l = 1: polarization keeps the exponent, 1/r^2 changes it
polar = norm_exponent(1, lambda r: -20.0 / (2 * r**4))
lam = 0.5
shift = (2 - lam * (lam + 1)) / 2
dipole = norm_exponent(1, lambda r: -shift / r**2)
assert abs(polar - 3) < 0.05 and abs(dipole - (2*lam + 1)) < 0.05
print(f"l=1 exponent with tail -10/r^4 (a.u.): {polar:.4f}")
print(f"l=1 exponent with tail -{shift:.3f}/r^2 (a.u.), lambda={lam}: {dipole:.4f}")

# Detachment cross sections against diagonalization in a large box
h = R0 / 80
grid = h * np.arange(1, 8001)
v_grid = np.where(grid < R0 - h / 2, -V0, 0.0)
v_grid[79] = -V0 / 2


def box_states(l, last):
    diag = 1 / h**2 + v_grid + l * (l + 1) / (2 * grid**2)
    return eigh_tridiagonal(diag, np.full(grid.size - 1, -0.5 / h**2),
                            select="i", select_range=(0, last))


box = {l: box_states(l, 10) for l in (0, 1, 2)}
channels = ((0, 1), (1, 0), (1, 2))
print("Box test of squared dipole integral: channel, E (eV), box/formula")
for li, l in channels:
    energies, vectors = box[l]
    n = 8
    spacing = (energies[n + 1] - energies[n - 1]) / 2
    from_box = (vectors[:, n] @ (grid * box[li][1][:, 0]))**2 / spacing
    ratio = from_box / strength(np.sqrt(2 * energies[n]), li, l)
    assert abs(ratio - 1) < 0.02
    print(f"  {'spd'[li]}->{'spd'[l]}  {energies[n]*HARTREE:.4f}  {ratio:.4f}")

print("Detachment: channel, E (eV), sigma (angstrom^2), sigma/leading law")
for li, l in channels:
    for e_ev in (0.001, 0.01, 0.1, 1.0):
        s = sigma_well(e_ev, li, l)
        print(f"  {'spd'[li]}->{'spd'[l]}  {e_ev:5.3f}  {s:.4e}  {s/sigma_law(e_ev, li, l):.4f}")
    slope = np.log(sigma_well(0.002, li, l) / sigma_well(0.001, li, l)) / np.log(np.sqrt(2))
    assert abs(slope - (2*l + 1)) < 0.03
    assert abs(sigma_well(0.001, li, l) / sigma_law(0.001, li, l) - 1) < 0.02
    print(f"  exponent of k between 0.001 and 0.002 eV: {slope:.4f}")


# Same core with a Coulomb tail: N^2 must tend to 2/(A^2+B^2)
def coulomb_tail(r):
    return -1.0 / r


def coulomb_threshold_norm(l):
    nu, x, root = 2*l + 1, np.sqrt(8 * R0), np.sqrt(R0)
    slope = np.sqrt(2 / R0)
    matrix = [[root * jv(nu, x), root * yv(nu, x)],
              [jv(nu, x) / (2*root) + root * slope * jvp(nu, x),
               yv(nu, x) / (2*root) + root * slope * yvp(nu, x)]]
    A, B = np.linalg.solve(matrix, inner_solution(R0, 0.0, l))
    return 2 / (A * A + B * B)


print("Core with -1/r tail: l, N^2(E)/N^2(0) at E = 0.01 eV and 0.1 eV")
for l in (0, 1, 2):
    low, high = (norm_squared(wave_number(e), l, coulomb_tail, 3e4)
                 / coulomb_threshold_norm(l) for e in (0.01, 0.1))
    assert abs(low - 1) < 0.02
    print(f"  {l}  {low:.5f}  {high:.5f}")

# Bound on the drift of I = w^2 + w_s^2 between R and infinity
k, l = wave_number(0.01), 1
radii = np.array([10.0, 100.0, 1000.0, 3e4 * BOHR]) / BOHR
f, df = integrate_outward(k, l, coulomb_tail, radii)
p = np.sqrt(k * k + 2 / radii)
dp = -1 / (radii**2 * p)
invariant = p * f**2 + ((np.sqrt(p) * df + dp * f / (2 * np.sqrt(p))) / p)**2
print("Drift of I, l=1, E=0.01 eV: R (angstrom), |ln I(far)/I(R)|, bound")
for r, value in zip(radii[:3], invariant[:3]):
    drift = abs(np.log(invariant[-1] / value))
    bound = 2 * (13 / 16 + l * (l + 1)) / np.sqrt(2 * r)
    assert drift <= bound
    print(f"  {r*BOHR:6.0f}  {drift:.5f}  {bound:.5f}")

# Hydrogen: exact Coulomb waves at E > 0 against the threshold formula
r_h, w_h = gauss(0, 80, 90)
hydrogen = {0: (0.5, 2 * r_h * np.exp(-r_h)),
            1: (0.125, r_h**2 * np.exp(-r_h / 2) / (2 * np.sqrt(6)))}


def sigma_hydrogen(e_ev, li, l):
    binding, orbital = hydrogen[li]
    if e_ev == 0:
        wave = np.sqrt(2 * r_h) * jv(2*l + 1, np.sqrt(8 * r_h))
    else:
        k = wave_number(e_ev)
        wave = np.sqrt(2 / (np.pi * k)) * np.array(
            [float(mp.re(mp.coulombf(l, -1 / k, k * r))) for r in r_h])
    return to_sigma(binding + e_ev / HARTREE, li, l,
                    (w_h @ (orbital * r_h * wave))**2)


print("Hydrogen: channel, sigma (angstrom^2) at E = 0, 0.01, 0.02, 1 eV")
for li, l in channels:
    s = [sigma_hydrogen(e, li, l) for e in (0, 0.01, 0.02, 1.0)]
    assert abs(s[1] / s[0] - 1) < 0.02
    assert abs((s[2] - s[0]) / (s[1] - s[0]) - 2) < 0.05   # linear approach in E
    print(f"  {('1s', '2p')[li]}->{'spd'[l]}  " + "  ".join(f"{x:.6f}" for x in s))
closed = 512 * np.pi**2 * ALPHA * BOHR**2 / (3 * np.exp(4))
assert abs(sigma_hydrogen(0, 0, 1) / closed - 1) < 1e-8
print(f"Hydrogen 1s step, closed form: {closed:.6f} angstrom^2 = {closed*100:.4f} megabarn")
print("ALL CHECKS PASSED")
```

Printed output:

```
Well: depth 12.0 eV, radius 2.0 angstrom, beta = 3.5494
Binding energy of the s level: 6.5168 eV
Binding energy of the p level: 1.4339 eV
Short-range N^2: l, a(0), exponent from integration, N^2/leading law at k=0.005 a.u.
  0    -0.9180  1.0002  1.00004
  1    -0.3352  2.9958  0.99903
  2     2.8798  5.0005  1.00011
Zero-energy state at threshold: l, critical beta, exponent of N^2
  0  1.5708  -0.9998
  1  3.1416  -0.9998
  2  4.4934  0.9993
l=1 exponent with tail -10/r^4 (a.u.): 2.9973
l=1 exponent with tail -0.625/r^2 (a.u.), lambda=0.5: 1.9895
Box test of squared dipole integral: channel, E (eV), box/formula
  s->p  0.0678  0.9997
  p->s  0.0612  1.0002
  p->d  0.0934  0.9999
Detachment: channel, E (eV), sigma (angstrom^2), sigma/leading law
  s->p  0.001  1.7812e-06  0.9963
  s->p  0.010  5.4493e-05  0.9639
  s->p  0.100  1.2659e-03  0.7081
  s->p  1.000  5.0615e-03  0.0895
  exponent of k between 0.001 and 0.002 eV: 2.9893
  p->s  0.001  3.8791e-03  0.9986
  p->s  0.010  1.2116e-02  0.9864
  p->s  0.100  3.4033e-02  0.8761
  p->s  1.000  4.5928e-02  0.3739
  exponent of k between 0.001 and 0.002 eV: 0.9960
  p->d  0.001  9.0949e-09  0.9980
  p->d  0.010  2.8255e-06  0.9805
  p->d  0.100  7.5364e-04  0.8270
  p->d  1.000  7.2134e-02  0.2503
  exponent of k between 0.001 and 0.002 eV: 4.9943
Core with -1/r tail: l, N^2(E)/N^2(0) at E = 0.01 eV and 0.1 eV
  0  1.00122  1.01198
  1  1.00065  1.00672
  2  1.00232  1.02327
Drift of I, l=1, E=0.01 eV: R (angstrom), |ln I(far)/I(R)|, bound
      10  0.00831  0.91497
     100  0.00131  0.28934
    1000  0.00015  0.09150
Hydrogen: channel, sigma (angstrom^2) at E = 0, 0.01, 0.02, 1 eV
  1s->p  0.063043  0.062920  0.062797  0.052145
  2p->s  0.004106  0.004077  0.004050  0.002210
  2p->d  0.131376  0.130192  0.129022  0.058672
Hydrogen 1s step, closed form: 0.063043 angstrom^2 = 6.3043 megabarn
ALL CHECKS PASSED
```
